**Quantum and classical displacement variance of silicon's 520 cm⁻¹ mode**

The program tests $R=(x/2)\coth(x/2)$, the quantum displacement variance of a harmonic mode divided by its classical value. Here $x=\hbar\omega/(kT)$, with angular frequency $\omega$, temperature $T$ and Boltzmann constant $k$. It asserts that grid diagonalization and numerical Boltzmann averages reproduce this ratio at 300, 358 and 398 K, and that classical sampling at temperature $RT$ reproduces the quantum position density at 300 K. It also asserts the small-$x$ series by symbolic expansion. Phonon force constants of the Stillinger-Weber model are compared with energies of explicitly displaced crystals at the zone centre and the X point. The output gives $R=1.471$ at 300 K, so the classical variance is 32% below the quantum one. For an atom's total motion in the scaled model spectrum the ratio is only about 1.07. Local anharmonic estimates along [001] and [111] leave the mode's ratio at 1.47.

## Numerical check

```python
"""
Result under test: for a harmonic mode in thermal equilibrium,
    quantum variance / classical variance = R = (x/2) coth(x/2),
    x = hbar*omega/(k*T),
which is about 1.47 for 520 cm^-1 at 300 K.
Symbols: omega angular frequency, T temperature, k Boltzmann constant,
m silicon atomic mass, mu = m/2 reduced mass of the two sublattices.
Internal units: eV, angstrom, kelvin; masses in kg.
The Stillinger-Weber potential of silicon sizes the neglected effects.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

EV = const.electron_volt
KB = const.k / EV
WAVENUMBER = 520.0
TEMPERATURE = 300.0
MASS_U = 28.085
MASS = MASS_U * const.atomic_mass
MU = MASS / 2


def quantum_energy(wavenumber):
    """Energy hbar*omega in eV for a wavenumber in cm^-1."""
    return const.h * const.c * 100 * wavenumber / EV


def variance_ratio(wavenumber, temperature):
    half = quantum_energy(wavenumber) / (2 * KB * temperature)
    return half / np.tanh(half)


def force_constant(wavenumber, mass):
    """mass*omega^2 in eV/angstrom^2."""
    omega = 2 * np.pi * const.c * 100 * wavenumber
    return mass * omega**2 * 1e-20 / EV


def to_wavenumber(stiffness, mass):
    omega = np.sqrt(stiffness * EV * 1e20 / mass)
    return omega / (2 * np.pi * const.c * 100)


# Thermal averages on a grid, from the definitions
grid = np.linspace(-0.45, 0.45, 151)
step = grid[1] - grid[0]
index_gap = np.subtract.outer(np.arange(grid.size), np.arange(grid.size))
safe_gap = np.where(index_gap == 0, 1, index_gap)
hbar2_over_mu = const.hbar**2 / MU / EV * 1e20
kinetic = hbar2_over_mu / step**2 * np.where(
    index_gap == 0, np.pi**2 / 6, (-1.0) ** np.abs(index_gap) / safe_gap**2)


def centred_variance(density):
    density = density / density.sum()
    mean = density @ grid
    return density @ (grid - mean) ** 2


def quantum_density(potential, temperature):
    levels, states = np.linalg.eigh(kinetic + np.diag(potential))
    weights = np.exp(-(levels - levels[0]) / (KB * temperature))
    weights /= weights.sum()
    return states**2 @ weights, weights


def classical_density(potential, temperature):
    weights = np.exp(-(potential - potential.min()) / (KB * temperature))
    return weights / weights.sum()


k_mode = force_constant(WAVENUMBER, MU)
harmonic = 0.5 * k_mode * grid**2
x = quantum_energy(WAVENUMBER) / (KB * TEMPERATURE)
R = variance_ratio(WAVENUMBER, TEMPERATURE)
occupation = 1 / np.expm1(x)
classical_var = KB * TEMPERATURE / k_mode
quantum_var = R * classical_var
for temp in (300.0, 358.0, 398.0):
    dens_q, _ = quantum_density(harmonic, temp)
    dens_c = classical_density(harmonic, temp)
    assert np.isclose(centred_variance(dens_c), KB * temp / k_mode, rtol=1e-6)
    numeric_ratio = centred_variance(dens_q) / centred_variance(dens_c)
    assert np.isclose(numeric_ratio, variance_ratio(WAVENUMBER, temp), rtol=1e-6)
dens_q, populations = quantum_density(harmonic, TEMPERATURE)
grid_ratio = centred_variance(dens_q) / centred_variance(
    classical_density(harmonic, TEMPERATURE))
assert np.isclose(populations @ np.arange(grid.size), occupation, rtol=1e-5)
assert abs(grid_ratio - 1.47) < 0.005

# A raised temperature reproduces the whole position density of this mode
T_eff = R * TEMPERATURE
dens_eff = classical_density(harmonic, T_eff)
assert np.max(np.abs(dens_q - dens_eff)) < 1e-6 * dens_q.max()

# Small-x expansion, obtained symbolically
z = sp.symbols("z", positive=True)
expansion = sp.series(z / 2 * sp.cosh(z / 2) / sp.sinh(z / 2), z, 0, 6).removeO()
assert sp.simplify(expansion - (1 + z**2 / 12 - z**4 / 720)) == 0
first_order = 1 + x**2 / 12
second_order = float(expansion.subs(z, x))
assert abs(second_order - grid_ratio) < 0.01

# Stillinger-Weber silicon: energy of an explicit eight-atom periodic cell
EPS, SIGMA, CUT = 2.1683, 2.0951, 1.80 * 2.0951
A_SW, B_SW, LAM, GAM = 7.049556277, 0.6022245584, 21.0, 1.20
BOND = 2 ** (1 / 6) * SIGMA
LATTICE = 4 * BOND / np.sqrt(3)
fcc = LATTICE / 2 * np.array([[0, 0, 0], [0, 1, 1], [1, 0, 1], [1, 1, 0]])
sublattice_b = fcc + LATTICE / 4
shifts = LATTICE * np.array(list(itertools.product((-1, 0, 1), repeat=3)))


def pair_energy(r):
    return EPS * A_SW * (B_SW * (SIGMA / r) ** 4 - 1) * np.exp(SIGMA / (r - CUT))


def crystal_energy(disp_a, disp_b):
    atoms = np.vstack((fcc + disp_a, sublattice_b + disp_b))
    images = (atoms[None] + shifts[:, None]).reshape(-1, 3)
    total = 0.0
    for atom in atoms:
        vectors = images - atom
        r = np.linalg.norm(vectors, axis=1)
        near = (r > 1e-6) & (r < CUT)
        vectors, r = vectors[near], r[near]
        unit = vectors / r[:, None]
        screen = np.exp(GAM * SIGMA / (r - CUT))
        triple = np.outer(screen, screen) * (unit @ unit.T + 1 / 3) ** 2
        total += 0.5 * pair_energy(r).sum()
        total += 0.5 * EPS * LAM * (triple.sum() - np.trace(triple))
    return total


# Phonon matrix from bond-stretch and bond-angle coordinates
bond_dirs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
dr = 1e-3
k_bond = (pair_energy(BOND + dr) - 2 * pair_energy(BOND)
          + pair_energy(BOND - dr)) / dr**2
k_angle = 2 * EPS * LAM * np.exp(2 * GAM * SIGMA / (BOND - CUT))


def stiffness_matrix(fractions):
    """Force-constant matrices; fractions are reduced wavevectors."""
    fractions = np.atleast_2d(fractions)
    phase = np.ones((len(fractions), 4), complex)
    phase[:, 1:] = np.exp(-2j * np.pi * fractions)
    rows, constants = [], []
    for i in range(4):
        row = np.zeros((len(fractions), 6), complex)
        row[:, :3] = -bond_dirs[i]
        row[:, 3:] = phase[:, i, None] * bond_dirs[i]
        rows.append(row)
        constants.append(k_bond)
    for centre, sign in ((0, 1), (1, -1)):
        ph = phase if centre == 0 else phase.conj()
        for i, j in itertools.combinations(range(4), 2):
            u, v = sign * bond_dirs[i], sign * bond_dirs[j]
            grad_i = (v - (u @ v) * u) / BOND
            grad_j = (u - (u @ v) * v) / BOND
            row = np.zeros((len(fractions), 6), complex)
            other = 1 - centre
            row[:, 3 * centre:3 * centre + 3] = -(grad_i + grad_j)
            row[:, 3 * other:3 * other + 3] = (
                ph[:, i, None] * grad_i + ph[:, j, None] * grad_j)
            rows.append(row)
            constants.append(k_angle)
    b = np.stack(rows, axis=1)
    weighted = np.array(constants)[None, :, None] * b
    return b.conj().transpose(0, 2, 1) @ weighted


zero = np.zeros((4, 3))
energy0 = crystal_energy(zero, zero)
assert np.isclose(energy0 / 8, -2 * EPS, rtol=1e-5)
gamma_values = np.linalg.eigvalsh(stiffness_matrix([0, 0, 0])[0])
assert np.max(np.abs(gamma_values[:3])) < 1e-8
nu_sw = to_wavenumber(gamma_values[-1], MASS)

# Zone centre: rigid relative motion of the sublattices
h = 0.002
move = np.array([0, 0, h])
k_sw = (crystal_energy(zero, zero + move) + crystal_energy(zero, zero - move)
        - 2 * energy0) / (4 * h**2)
assert np.isclose(to_wavenumber(k_sw, MU), nu_sw, rtol=1e-3)

# X point: all six modes against energies of displaced crystals
x_values, x_modes = np.linalg.eigh(stiffness_matrix([0.5, 0.5, 0])[0].real)
signs = np.array([1, -1, -1, 1])[:, None]
for value, mode in zip(x_values, x_modes.T):
    da, db = h * signs * mode[:3], h * signs * mode[3:]
    curvature = (crystal_energy(da, db) + crystal_energy(-da, -db)
                 - 2 * energy0) / (4 * h**2)
    assert np.isclose(curvature, value, rtol=2e-3)

# Anharmonic potential curves, curvature scaled to the chosen wavenumber
anharmonic = {}
for label, direction in (("001", [0, 0, 1]), ("111", [1, 1, 1])):
    unit = np.array(direction) / np.linalg.norm(direction)
    curve = np.array([crystal_energy(zero, zero + s * unit) for s in grid])
    curve = (curve - energy0) / 4 * k_mode / k_sw
    assert min(curve[0], curve[-1]) > 20 * KB * TEMPERATURE
    vq = centred_variance(quantum_density(curve, TEMPERATURE)[0])
    vc = centred_variance(classical_density(curve, TEMPERATURE))
    anharmonic[label] = (vq / vc, 100 * (vq / quantum_var - 1),
                         100 * (vc / classical_var - 1))
    assert abs(vq / vc - R) < 0.25 * (R - 1)


# Variance of one Cartesian component of an atom, summed over all modes
def zone_variances(n, scale):
    points = (np.arange(n) + 0.5) / n
    mesh = np.array(list(itertools.product(points, repeat=3)))
    values = np.linalg.eigvalsh(stiffness_matrix(mesh)) * scale**2
    half = quantum_energy(to_wavenumber(values, MASS)) / (2 * KB * TEMPERATURE)
    classical = KB * TEMPERATURE / values
    return np.array([np.mean(classical * half / np.tanh(half)), np.mean(classical)])


def extrapolated(n, scale):
    """Removes the leading 1/n mesh error of the acoustic singularity."""
    return 2 * zone_variances(2 * n, scale) - zone_variances(n, scale)


scale = WAVENUMBER / nu_sw
atom_q, atom_c = extrapolated(10, scale)
assert np.allclose(extrapolated(6, scale), [atom_q, atom_c], rtol=5e-3)
raw_q, raw_c = extrapolated(10, 1.0)
soft_excess = const.hbar**2 / (12 * MASS * const.k * TEMPERATURE) * 1e20
top_classical = KB * TEMPERATURE / force_constant(WAVENUMBER, MASS)
top_excess = (R - 1) * top_classical
assert top_excess < atom_q - atom_c < soft_excess
assert 1 < atom_q / atom_c < R

T_ten = brentq(lambda t: variance_ratio(WAVENUMBER, t) - 1.1, 300, 2000)
PM2 = 1e4
print(f"wavenumber: {WAVENUMBER:.0f} cm^-1")
print(f"temperature: {TEMPERATURE:.0f} K")
print(f"silicon atomic mass: {MASS_U:.3f} u")
print(f"reduced mass of sublattices: {MASS_U / 2:.4f} u")
print(f"vibrational quantum: {1000 * quantum_energy(WAVENUMBER):.2f} meV")
print(f"thermal energy kT: {1000 * KB * TEMPERATURE:.2f} meV")
print(f"x = quantum / kT: {x:.4f}")
print(f"coth(x/2): {1 / np.tanh(x / 2):.4f}")
print(f"mean occupation: {occupation:.4f}")
print(f"zero-point variance / classical variance: {x / 2:.4f}")
print(f"variance ratio R, formula: {R:.4f}")
print(f"variance ratio R, grid diagonalization: {grid_ratio:.4f}")
print(f"series through x^2: {first_order:.4f}")
print(f"series through x^4: {second_order:.4f}")
print(f"quantum excess over classical: {100 * (R - 1):.1f} %")
print(f"classical shortfall in variance: {100 * (1 - 1 / R):.1f} %")
print(f"classical shortfall in rms: {100 * (1 - R**-0.5):.1f} %")
print(f"local oscillator force constant: {k_mode:.3f} eV/angstrom^2")
print(f"local classical variance: {PM2 * classical_var:.2f} pm^2")
print(f"local quantum variance: {PM2 * quantum_var:.2f} pm^2")
print(f"local classical rms: {100 * classical_var**0.5:.2f} pm")
print(f"local quantum rms: {100 * quantum_var**0.5:.2f} pm")
print(f"effective classical temperature: {T_eff:.1f} K")
print(f"R at 358 K: {variance_ratio(WAVENUMBER, 358):.4f}")
print(f"R at 398 K: {variance_ratio(WAVENUMBER, 398):.4f}")
print(f"temperature where R = 1.1: {T_ten:.0f} K")
shift_effect = variance_ratio(WAVENUMBER + 10, TEMPERATURE) - R
print(f"change of R for +10 cm^-1: {shift_effect:.4f}")
for label, (ratio, change_q, change_c) in anharmonic.items():
    print(f"anharmonic R along [{label}]: {ratio:.4f}")
    print(f"  change of quantum variance: {change_q:.2f} %")
    print(f"  change of classical variance: {change_c:.2f} %")
print(f"Stillinger-Weber optical mode, unscaled: {nu_sw:.1f} cm^-1")
print(f"frequency scale factor: {scale:.4f}")
print("Atom, one Cartesian component, all modes, scaled spectrum:")
print(f"  classical variance: {PM2 * atom_c:.2f} pm^2")
print(f"  quantum variance: {PM2 * atom_q:.2f} pm^2")
print(f"  quantum / classical: {atom_q / atom_c:.3f}")
print(f"  same ratio, unscaled spectrum: {raw_q / raw_c:.3f}")
print(f"  mean quantum excess: {PM2 * (atom_q - atom_c):.2f} pm^2")
print(f"  soft-mode limit of excess: {PM2 * soft_excess:.2f} pm^2")
print(f"  excess if all modes at 520 cm^-1: {PM2 * top_excess:.2f} pm^2")
print(f"  classical variance if all at 520 cm^-1: {PM2 * top_classical:.2f} pm^2")
print("finished without a failed check")
```

Running it gives:

```
wavenumber: 520 cm^-1
temperature: 300 K
silicon atomic mass: 28.085 u
reduced mass of sublattices: 14.0425 u
vibrational quantum: 64.47 meV
thermal energy kT: 25.85 meV
x = quantum / kT: 2.4939
coth(x/2): 1.1800
mean occupation: 0.0900
zero-point variance / classical variance: 1.2469
variance ratio R, formula: 1.4714
variance ratio R, grid diagonalization: 1.4714
series through x^2: 1.5183
series through x^4: 1.4646
quantum excess over classical: 47.1 %
classical shortfall in variance: 32.0 %
classical shortfall in rms: 17.6 %
local oscillator force constant: 13.963 eV/angstrom^2
local classical variance: 18.51 pm^2
local quantum variance: 27.24 pm^2
local classical rms: 4.30 pm
local quantum rms: 5.22 pm
effective classical temperature: 441.4 K
R at 358 K: 1.3399
R at 398 K: 1.2785
temperature where R = 1.1: 676 K
change of R for +10 cm^-1: 0.0167
anharmonic R along [001]: 1.4715
  change of quantum variance: 0.08 %
  change of classical variance: 0.08 %
anharmonic R along [111]: 1.4702
  change of quantum variance: 0.73 %
  change of classical variance: 0.82 %
Stillinger-Weber optical mode, unscaled: 594.8 cm^-1
frequency scale factor: 0.8742
Atom, one Cartesian component, all modes, scaled spectrum:
  classical variance: 62.96 pm^2
  quantum variance: 67.54 pm^2
  quantum / classical: 1.073
  same ratio, unscaled spectrum: 1.094
  mean quantum excess: 4.58 pm^2
  soft-mode limit of excess: 4.80 pm^2
  excess if all modes at 520 cm^-1: 4.36 pm^2
  classical variance if all at 520 cm^-1: 9.26 pm^2
finished without a failed check
```
